\section*{Resistivity of columnar grains: the Mayadas–Shatzkes bulk formula}

\section{One dimension: two directions of motion}

Take a wire in which an electron at the Fermi level can move only to the right or to the left, with speed $v_F$. Background scattering acts everywhere, with relaxation time $\tau$ and mean free path $l=v_F\tau$. Boundaries at mean spacing $D$ each reflect an electron with probability $R$ and transmit it with probability $T=1-R$. Successive reflections are combined as probabilities, without interference.

Let $F$ be the spatially averaged force on an electron, along $+x$. Write the distribution function as
\begin{equation}
f=f_0(\varepsilon)+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)F\,l\,g ,
\end{equation}
where $g$ is dimensionless. To first order in $F$, the steady Boltzmann equation is
\begin{equation}
v_x\frac{\partial f}{\partial x}+F v_x\frac{\partial f_0}{\partial\varepsilon}
=-\frac{f-\bar f}{\tau},
\end{equation}
the bar denoting the average over directions. Insert $f$ and divide by $(-\partial f_0/\partial\varepsilon)\,Fv_F$. With $n_x=v_x/v_F$,
\begin{equation}
l\,n_x\frac{\partial g}{\partial x}+g-\bar g=n_x .
\label{eq:boltz}
\end{equation}

Charge near the boundaries also produces a local potential energy $U(x)$, which adds $-U'/F$ to the factor multiplying $n_x$ on the right. Replacing $g$ by $g+U/(Fl)$ removes this term, because $U$ does not depend on direction. From here on $g$ has that meaning: it is the deviation at fixed total energy, the quantity that an elastic boundary connects from one side to the other.

In the wire $n_x=\pm1$. Define the even and odd parts
\begin{equation}
e=\tfrac12(g_++g_-),\qquad o=\tfrac12(g_+-g_-).
\end{equation}
Here $\bar g=e$. Half the difference and half the sum of the two equations contained in \eqref{eq:boltz} are
\begin{equation}
l\,e'+o=1,\qquad l\,o'=0 .
\label{eq:oned}
\end{equation}
The current is proportional to $o$, which is constant between boundaries. Without boundaries $e$ is uniform and $o=1$.

\subsection{Matching at a boundary}

Let superscripts $L$ and $R$ denote the left and right faces of a boundary. The outgoing distributions are
\begin{equation}
g_+^R=Tg_+^L+Rg_-^R,\qquad g_-^L=Tg_-^R+Rg_+^L .
\end{equation}
Subtract $g_-^R$ from the first, and subtract the second from $g_+^L$:
\begin{equation}
g_+^R-g_-^R=T(g_+^L-g_-^R),\qquad
g_+^L-g_-^L=T(g_+^L-g_-^R).
\end{equation}
The right-hand sides agree, so $o$ is continuous and $g_+^L-g_-^R=2o/T$. For the even part, use $g_+^R=g_-^R+2o$ and $g_-^L=g_+^L-2o$:
\begin{align}
e^R-e^L&=\tfrac12\left[(2g_-^R+2o)-(2g_+^L-2o)\right]\nonumber\\
&=2o-(g_+^L-g_-^R)=2o\left(1-\frac1T\right)=-2o\,\frac{R}{T}.
\label{eq:jump}
\end{align}

Integrate the first equation of \eqref{eq:oned} over $N$ grains of total length $ND$. The even part has no net change over a long repeating stretch, so its rise inside the grains must cancel its drops at the boundaries: the integral of $e'$ over the grain interiors is $2NoR/T$. Therefore
\begin{equation}
2lN\frac{R}{T}\,o+ND\,o=ND
\quad\Longrightarrow\quad
\frac{\rho}{\rho_0}=\frac1o=1+\frac{2l}{D}\frac{R}{1-R}.
\label{eq:onedrho}
\end{equation}

Two limits check this. For $R\to0$ the background resistivity $\rho_0$ returns. For $R\to1$ the resistivity diverges, as it must when every boundary is a closed wall. A uniform reflection rate $v_FR/D$ would give $1+2(l/D)R$ instead, which stays finite at $R=1$; it agrees with \eqref{eq:onedrho} for small $R$. The factor 2 appears in both expressions because a reflection reverses the velocity: it changes the odd part from $o$ to $-o$, a change of $2o$.

\section{Reflection as a function of angle}

In a three-dimensional free-electron metal, consider flat boundaries normal to the current that span the conductor. Each is modelled by a potential $S\,\delta(x)$, which conserves the wavevector parallel to its plane. With $k=|k_x|$, the wave is $e^{ikx}+re^{-ikx}$ on the left and $te^{ikx}$ on the right. Continuity gives $1+r=t$. Integrating the Schr\"odinger equation across the barrier gives
\begin{equation}
ikt-ik(1-r)=\frac{2mS}{\hbar^2}\,t .
\end{equation}
Since $1-r=2-t$, the left side is $2ik(t-1)$. Hence
\begin{equation}
t=\frac1{1+i\Omega},\qquad
\Omega=\frac{mS}{\hbar^2k},\qquad
\frac{R}{1-R}=\frac{1-|t|^2}{|t|^2}=\Omega^2 .
\end{equation}
Let $\mu=|k_x|/k_F$, so that $\mu=1$ is normal incidence. With $\Omega_0=S/(\hbar v_F)$,
\begin{equation}
\frac{R(\mu)}{1-R(\mu)}=\frac{\Omega_0^2}{\mu^2},
\qquad \Omega_0^2=\frac{R_0}{1-R_0},\qquad R_0=R(1).
\label{eq:odds}
\end{equation}
Grazing electrons are reflected almost completely. Wave matching for a very thin rectangular barrier reproduces \eqref{eq:odds} at $\mu=1$, $0.6$ and $0.25$ within one part in a thousand.

\subsection{When interference can be dropped}

For weak barriers at positions $x_j$, the total reflected amplitude is proportional to $\sum_j e^{2ikx_j}$. Let the spacings be independent and Gaussian, with mean $D$ and standard deviation $s$. One spacing contributes the average phase factor
\begin{equation}
\varphi=\langle e^{2ikd}\rangle=p\,e^{2ikD},\qquad p=e^{-2k^2s^2},
\end{equation}
and $m$ spacings contribute $\varphi^m$. For a long stack, the mean reflection divided by the sum of the separate reflections is
\begin{equation}
1+2\,\mathrm{Re}\sum_{m=1}^{\infty}\varphi^m
=\mathrm{Re}\,\frac{1+\varphi}{1-\varphi}
=\frac{1-p^2}{1+p^2-2p\cos 2kD}.
\label{eq:interf}
\end{equation}
This tends to 1 when $ks\gg1$. Averages over random stacks, with all multiple reflections kept, confirm it: at $ks=0.5$ the sampled factor is $4.05$ on a resonance, where \eqref{eq:interf} gives $4.08$, and at $ks=3$ it is $1.02$ against $1.00$.

The condition fails for $\mu\lesssim1/(k_Fs)$, but these directions carry little current when $k_Fs\gg1$. Equation \eqref{eq:interf} concerns weak total reflection. For longer or stronger sequences I assume in addition that phase memory is lost between successive reflections. A fully coherent sequence of parallel planes would act as a disordered one-dimensional system for each parallel wavevector, and its localization is outside this treatment.

\section{Three dimensions}

Let the background scattering be elastic and isotropic, and ignore scattering at the outer surfaces. Equation \eqref{eq:boltz} still holds, with $\bar g$ now the average over the Fermi sphere. For the pair of directions $n_x=\pm\mu$,
\begin{align}
l\mu\,g_+'+g_+-\bar e&=\mu,\\
-l\mu\,g_-'+g_--\bar e&=-\mu,
\end{align}
where $\bar e=\int_0^1e\,d\mu$, since the odd part averages to zero. Half the difference and half the sum give
\begin{equation}
l\mu\,e'+o=\mu,\qquad l\mu\,o'+e-\bar e=0 .
\label{eq:pair}
\end{equation}
The current is proportional to the average of $n_xg$ over the sphere, which is $\int_0^1\mu\,o\,d\mu$. In the single crystal $o=\mu$ and this integral is $1/3$, so
\begin{equation}
\frac{\sigma}{\sigma_0}=3\int_0^1\mu\,o\,d\mu .
\label{eq:sigma}
\end{equation}
Integrating the second equation of \eqref{eq:pair} over $\mu$ shows that this current does not depend on $x$, as conservation of charge requires.

The matching result \eqref{eq:jump} holds for each $\mu$ separately. Averaging the first equation of \eqref{eq:pair} over many grains, as in the wire, gives
\begin{equation}
\langle o\rangle+\frac{2l}{D}\,\mu\,\frac{R(\mu)}{1-R(\mu)}\,o_b=\mu ,
\label{eq:exactavg}
\end{equation}
where $\langle o\rangle$ is the spatial average and $o_b$ the average over boundary positions. No approximation has been made in this step. In the wire the two averages were equal. Here background scattering exchanges electrons between angles, and they can differ.

\subsection{The approximation that closes the equation}

Set $o_b=\langle o\rangle=o$ and insert \eqref{eq:odds}:
\begin{equation}
o=\frac{\mu}{1+a/\mu}=\frac{\mu^2}{\mu+a},
\qquad
a=\frac{2l}{D}\,\frac{R_0}{1-R_0}.
\label{eq:a}
\end{equation}

The error can be estimated for equal spacing and $D$ small compared with $l\mu$. Between boundaries $e$ is then nearly linear. It vanishes at the grain centre by symmetry and has magnitude $o\,\Omega_0^2/\mu^2$ at the edge, half the jump. Its integral from edge to centre is a triangle of base $D/2$. Leaving out $\bar e$, the second equation of \eqref{eq:pair} gives a relative variation of $o$ of about
\begin{equation}
\frac{1}{l\mu}\cdot\frac12\cdot\frac D2\cdot\frac{\Omega_0^2}{\mu^2}
=\frac{D\,\Omega_0^2}{4l\mu^3}
=\frac{aD^2}{8l^2\mu^3}.
\label{eq:error}
\end{equation}
At fixed $a$ the approximation improves as $D/l$ falls. It is poor at grazing incidence, where the weight in the current is small. The estimate is only a rough scale, because the omitted $\bar e$ partly cancels $e$ and makes the variation change sign with angle. For $a\gg1$ it is far too large: by \eqref{eq:a} the edge value of $e$ has magnitude $\Omega_0^2/(\mu+a)$, nearly the same at all angles, so $e-\bar e$ is much smaller than $e$.

\subsection{Side walls of the columns}

Columnar grains also have walls parallel to the current. A specular reflection at a wall normal to $y$ reverses $k_y$ and leaves $k_x$ unchanged. The solution depends on direction through $n_x$ alone, so incident and reflected electrons have the same $g$, and the wall changes nothing. Rough side walls, which would alter $k_x$, are excluded.

This was tested on the full Fermi sphere, with boundary reflections represented by a uniform rate $a/(2\mu\tau)$ and all background in-scattering retained. The conductivity ratio for the example below is $0.66546$ both with and without side walls.

\section{The angular integral}

Equations \eqref{eq:sigma} and \eqref{eq:a} give
\begin{equation}
\frac{\sigma}{\sigma_0}=3\int_0^1\frac{\mu^3}{\mu+a}\,d\mu .
\end{equation}
From $\mu^3+a^3=(\mu+a)(\mu^2-a\mu+a^2)$,
\begin{equation}
\frac{\mu^3}{\mu+a}=\mu^2-a\mu+a^2-\frac{a^3}{\mu+a}.
\end{equation}
The four terms integrate to $1/3$, $-a/2$, $a^2$ and $-a^3[\ln(1+a)-\ln a]$. Therefore
\begin{equation}
\boxed{\;
\frac{\sigma}{\sigma_0}
=3\left[\frac13-\frac a2+a^2-a^3\ln\left(1+\frac1a\right)\right].\;}
\label{eq:ms}
\end{equation}

\subsection{Weak and strong boundary scattering}

For $a\ll1$ the leading terms are
\begin{equation}
\frac{\sigma}{\sigma_0}\simeq1-\frac{3a}{2},\qquad
\frac{\rho}{\rho_0}\simeq1+\frac{3a}{2}.
\end{equation}
For $a\gg1$, expand the logarithm through fifth order in $1/a$:
\begin{equation}
a^3\ln\left(1+\frac1a\right)
=a^2-\frac a2+\frac13-\frac1{4a}+\frac1{5a^2}-\cdots .
\end{equation}
The first three terms cancel those in the bracket, leaving
\begin{equation}
\frac{\sigma}{\sigma_0}\simeq\frac{3}{4a}\left(1-\frac{4}{5a}\right),
\qquad
\frac{\rho}{\rho_0}\simeq\frac{4a}{3}\left(1+\frac{4}{5a}\right)
=\frac{4a}{3}+\frac{16}{15}.
\end{equation}
Both limits were tested against high-precision integration.

In the formula the coefficient of $a$ changes from $3/2$ to $4/3$, so there background and boundary resistivities do not simply add. The reason is the changing angular distribution: $o$ is proportional to $\mu$ for weak boundary scattering and to $\mu^2$ for strong, so the current shifts toward normal incidence, where the boundaries reflect least. The leading term $4a/3$ does not depend on the closure. If $R_0\to1$ at fixed $D/l$, then $o$ becomes small and \eqref{eq:pair} gives $e=x/l$ at every angle, with $x$ measured from the grain centre. The drop at each boundary is therefore $D/l$, and \eqref{eq:jump} gives $o_b=\mu^2/a$, the strong-scattering form found above. The constant $16/15$ does depend on the closure: it holds for $D\ll l$ and falls toward $1$ for $D\gg l$. The slope $3/2$ likewise needs $R_0\ll1$, not only $a\ll1$. If $a$ is small because $D\gg l$ at fixed $R_0$, the boundaries act as independent resistors in series and the excess is proportional to $1/D$, but the solution of \eqref{eq:pair} without the closure gives it a slope of $1.42$ for $R_0=0.1$ and $1.36$ for $R_0=0.5$, below the $3/2$ of the formula.

\subsection{A reflectivity independent of angle}

The angular law \eqref{eq:odds} matters. Suppose instead that $R=R_0$ at every angle. With the same closure, \eqref{eq:exactavg} gives $o=\mu/(1+a\mu)$, with $a$ still defined by \eqref{eq:a}, and
\begin{equation}
\frac{\sigma}{\sigma_0}=3\int_0^1\frac{\mu^2}{1+a\mu}\,d\mu
\simeq1-3a\int_0^1\mu^3\,d\mu=1-\frac{3a}{4}.
\end{equation}
To first order the boundary effect is half that of the delta barrier with equal $R_0$.

This bears on the meaning of a quoted reflection coefficient. Suppose that formula \eqref{eq:ms} is fitted to data with $a=(l/D)R/(1-R)$, without the factor 2. For the delta barrier, that $R$ is then not the normal-incidence probability. To first order, it can be read as the reflectivity of an angle-independent boundary. A fitted $R$ should therefore be accompanied by the definition of $a$ used in the fit.

\section{Numbers for a model metal}

Take round model parameters: $l=40$ nm, $D=25$ nm, $R_0=0.10$ and $\rho_0=20$ n$\Omega\,$m. Then
\begin{equation}
\frac{R_0}{1-R_0}=\frac{0.10}{0.90}=0.1111,\qquad
a=2\times1.6\times0.1111=0.3556 .
\end{equation}
With $\ln(1+1/a)=1.3383$,
\begin{align}
\frac{\sigma}{\sigma_0}
&=3\,(0.33333-0.17778+0.12642-0.06016)\nonumber\\
&=3\times0.2218=0.665 .
\end{align}
The resistivity is $\rho=20/0.6655=30.1$ n$\Omega\,$m, half as large again as in the single crystal. The excess $\rho/\rho_0-1=0.503$ is $1.41\,a$, between the limiting slopes $3/2$ and $4/3$.

Without the factor 2, the same $R_0$ would give $a=0.178$ and $\rho=25.1$ n$\Omega\,$m. The excess over $\rho_0$ falls from about $10$ to $5$ n$\Omega\,$m. Conversely, reproducing $30.1$ n$\Omega\,$m in that convention requires $R/(1-R)=0.222$, or $R=0.18$ instead of $0.10$.

For the interference check, take $k_F=12$ nm$^{-1}$ and $s=8$ nm, so $k_Fs=96$. Multiplying $a$ in the angular integral by \eqref{eq:interf} then shifts the conductivity ratio by about $10^{-8}$. For nearly regular boundaries with $s=0.05$ nm, where $k_Fs=0.6$, the same estimate gives a shift of about $0.1$. Both figures are rough, because \eqref{eq:interf} assumes weak total reflection, which fails at small $\mu$, and leaves out background scattering, which also destroys phase memory. Background scattering reduces the coherent amplitude by a factor $e^{-D/(l\mu)}$ on a round trip between neighbouring planes. Including this factor in $p$ lowers the second shift to about $0.01$. Irregular spacing therefore matters most when $D\ll l$, where the background removes little phase memory between planes.

The closure $o_b=\langle o\rangle$ was tested by solving \eqref{eq:pair} with its full spatial dependence, for equally spaced boundaries that reflect without interference. Results for several grain sizes, with $l$ and $R_0$ fixed, are:
\begin{center}
\begin{tabular}{ccccc}
$D$ (nm) & $a$ & $\sigma/\sigma_0$, formula & $\sigma/\sigma_0$, resolved & $\rho$, formula (n$\Omega\,$m)\\
100 & 0.089 & 0.885 & 0.888 & 22.6\\
50 & 0.178 & 0.796 & 0.799 & 25.1\\
25 & 0.356 & 0.665 & 0.667 & 30.1\\
12.5 & 0.711 & 0.503 & 0.503 & 39.8
\end{tabular}
\end{center}
The two ratios differ by less than $0.003$ throughout. The differences, $0.0026$, $0.0023$, $0.0012$ and $0.0004$ from top to bottom, do not change under numerical refinement and are the error of the closure. Measured against the excess resistivity, the formula is too high by $2.6\%$ at $D=100$ nm and by $0.6\%$ at $D=25$ nm. At $D=25$ nm the estimate \eqref{eq:error} is $0.017/\mu^3$: small near normal incidence and large near grazing, yet the integrated conductivity is little affected.

In the formula, each halving of $D$ doubles $a$ but slightly less than doubles the excess resistivity, which runs through $2.6$, $5.1$, $10.1$ and $19.8$ n$\Omega\,$m. This is the gradual fall of the formula's slope from $3/2$ toward $4/3$. The remaining figures are in the numerical output.

\section*{Computed results}
\begin{verbatim}
mean free path l = 40 nm, grain size D = 25 nm
normal-incidence reflection R0 = 0.10
single-crystal resistivity = 20.0 nOhm m
k_F = 12 1/nm, spacing spread s = 8 nm
l/D = 1.600, k_F s = 96
Omega0^2 = R0/(1-R0) = 0.11111
a = 0.35556
bracket term 1/3 = 0.333333
bracket term -a/2 = -0.177778
bracket term a^2 = 0.126420
ln(1+1/a) = 1.338285
bracket term -a^3 ln(1+1/a) = -0.060155
bracket sum = 0.221820
sigma/sigma0 = 0.66546
rho/rho0 = 1.50272
resistivity with grains = 30.05 nOhm m
a without the factor 2 = 0.17778
sigma/sigma0 without the factor 2 = 0.79628
resistivity without the factor 2 = 25.12 nOhm m
full-sphere solution, no side walls = 0.66546
full-sphere solution, side walls = 0.66546
random stack: k D, k s, sampled factor, formula factor
  31.416  0.5  4.052  4.083
  32.116  0.5  0.554  0.544
  30.000  3.0  1.017  1.000
interference shift of ratio, s = 8 nm: 1.0e-08
interference shift of ratio, s = 0.05 nm: 0.0969
discrete boundaries, l/D = 1.6: ratio = 0.66669
discrete boundaries, l/D = 16, same a: ratio = 0.66549
D (nm), a, formula ratio, discrete ratio, formula rho (nOhm m)
  100.0  0.0889  0.8851  0.8877  22.60
  50.0  0.1778  0.7963  0.7986  25.12
  25.0  0.3556  0.6655  0.6667  30.05
  12.5  0.7111  0.5031  0.5035  39.75
\end{verbatim}
